# Surface oxides can be stable below the bulk oxidation pressure

A clean palladium crystal sits at 700 K in a vacuum chamber, and oxygen is leaked in to a pressure of $10^{-6}$ Torr. Suppose that bulk palladium oxide needs about a hundred times that pressure to survive at this temperature. Can the surface carry an oxide?

The natural answer is no. The bulk oxidation pressure $p_b$ is the oxygen pressure at which metal, oxide and gas coexist. Below it, a large piece of oxide lowers its free energy by decomposing. A film seems to be worse off still, since it has a surface and an interface to pay for as well. On this view $p_b$ is a lower limit for every oxide, thick or thin.

The first part is sound: below $p_b$ each additional layer of bulk-like oxide carries a cost. The second part leaves something out. The bare metal also has a surface, and the film removes it. If the exchange of surfaces gains energy, that gain is made once, while the bulk cost grows with thickness. A sufficiently thin film can then be stable where a thick one is not. Whether one atomic layer is thin enough is a quantitative question.

## The energy of a film

Let $\mu$ be the chemical potential of oxygen per atom, measured from half the energy of an O$_2$ molecule, zero-point energy included. Let $\mu_b$ be its value at coexistence of metal and bulk oxide, and define

$$\delta=\mu_b-\mu .$$

Positive $\delta$ means a pressure below $p_b$. The algebra uses atomic units, with $k$ kept as Boltzmann's constant, and all surface quantities are per area. The film is flat and in equilibrium with the gas and with bulk metal.

One oxide layer contains $N_1$ oxygen atoms per area and some number $N_M$ of metal atoms. Inside bulk oxide its free energy is $N_M\mu_M+N_1\mu_b$, because this equality defines coexistence. The metal atoms come from a reservoir at $\mu_M$ and the oxygen from one at $\mu$. Subtracting what the reservoirs supply leaves

$$N_M\mu_M+N_1\mu_b-N_M\mu_M-N_1\mu=N_1\delta .$$

A thick film also replaces the metal surface, of free energy $\gamma_M$, by an oxide surface $\gamma_{ox}$ and an interface $\gamma_{int}$. The change is

$$\Delta\gamma=\gamma_{ox}+\gamma_{int}-\gamma_M .$$

For $n$ layers of thickness $h_1$, the grand potential relative to bare metal is therefore

$$\Omega_n=\Delta\gamma+W_n+n\,u h_1+nN_1\delta . \qquad (1)$$

Here $u$ is the elastic energy density of a film stretched to fit the metal. The term $W_n$ corrects for the fact that the surface and interface of a thin film feel each other. It vanishes for large $n$, and since no film means no change, $W_0=-\Delta\gamma$.

The sign of $\Delta\gamma$ has a simple meaning. Pulling the oxide off the metal destroys the interface and creates two surfaces, so the work of adhesion is $W_{adh}=\gamma_M+\gamma_{ox}-\gamma_{int}$. Solving for $\gamma_{int}$ and inserting it gives

$$\Delta\gamma=\gamma_{ox}+(\gamma_M+\gamma_{ox}-W_{adh})-\gamma_M=2\gamma_{ox}-W_{adh}. \qquad (2)$$

Since $2\gamma_{ox}$ is the work of splitting the oxide itself, $\Delta\gamma$ is negative when the oxide sticks to the metal more strongly than to itself.

## How thin is too thin?

Surface energies belong to separated surfaces, so a one-layer film needs an estimate of $W_1$. Take layers that attract in pairs, with energy $-J_{ab}q^r$ between layers of kinds $a$ and $b$ that are $r$ layers apart, where $q=e^{-h_1/\lambda}$ and $\lambda$ is a decay length.

Cut a bulk oxide along a plane. For each separation $r$, there are $r$ pairs across the cut. The work is

$$2\gamma_{ox}=J_{XX}S_0,\qquad S_0=\sum_{r\ge1}r\,q^r .$$

The same count across the metal–oxide boundary gives $W_{adh}=J_{MX}S_0$, and equation (2) becomes $\Delta\gamma=(J_{XX}-J_{MX})S_0$.

Now cover the metal with a very thick oxide and cut it $n$ layers above the interface. The work differs from that in bulk oxide because everything deeper than $n$ layers below the cut is metal. At separation $r>n$, this affects $r-n$ pairs. Their sum is

$$S_n=\sum_{r>n}(r-n)q^r=q^n\sum_{m\ge1}m\,q^m=q^nS_0 ,$$

with $m=r-n$. The cut costs $2\gamma_{ox}+(J_{MX}-J_{XX})S_n$. One $\gamma_{ox}$ belongs to the piece removed and one to the film, and the remainder is the interaction:

$$W_n=(J_{MX}-J_{XX})S_0q^n=-\Delta\gamma\,q^n .$$

It has the required value at $n=0$. Within this layer model, equation (1) is

$$\Omega_n=\Delta\gamma(1-q^n)+n\,u h_1+nN_1\delta . \qquad (3)$$

The elastic term follows from isotropic elasticity. Let the in-plane strains be $\epsilon$ and the normal strain $e$. With Lamé constant $L$ and shear modulus $G$,

$$u=\tfrac12L(2\epsilon+e)^2+G(2\epsilon^2+e^2).$$

The free surface lets $e$ relax, so $L(2\epsilon+e)+2Ge=0$. In terms of Young's modulus $Y$ and Poisson's ratio $\nu$, this gives $e=-2\nu\epsilon/(1-\nu)$. The in-plane stress is

$$\sigma=L(2\epsilon+e)+2G\epsilon=2G(\epsilon-e)=\frac{Y\epsilon}{1-\nu},$$

where $2G=Y/(1+\nu)$ was used. The normal stress is zero, so the energy is half of stress times strain for two directions:

$$u=\tfrac12(2\sigma\epsilon)=\frac{Y\epsilon^2}{1-\nu}.$$

## The first layer, and the next

Adding layer $n$ changes the energy by

$$\Omega_n-\Omega_{n-1}=\Delta\gamma(1-q)q^{n-1}+uh_1+N_1\delta .$$

Setting this to zero gives the value of $\delta$ at which that layer becomes favourable:

$$\delta_n=\frac{-\Delta\gamma(1-q)q^{n-1}-uh_1}{N_1}. \qquad (4)$$

For $\Delta\gamma<0$ these values fall with $n$, so layers appear one after another as the pressure rises. The first appears below $p_b$, in competition with bare metal, if $-\Delta\gamma(1-q)>uh_1$. A negative $\Delta\gamma$ alone is not sufficient.

Without strain, $\delta_n=\delta_1q^{n-1}$. The number of layers at a given $\delta<\delta_1$ is the integer part of $1+(\lambda/h_1)\ln(\delta_1/\delta)$. In this model the thickness grows logarithmically and diverges at $p_b$. The van der Waals cost discussed below decays more slowly with thickness, and for an unstrained film it changes the law to $n\propto\delta^{-1/3}$ close to $p_b$. With the numbers used below this shows only for $\delta$ under about $10^{-3}$ eV, within a few per cent of $p_b$, and it neglects retardation of the force, which matters in films tens of nanometres thick. With strain, $\delta_n$ becomes negative at some finite $n$. A film that stays stretched to fit the metal then stops growing, while thick relaxed oxide becomes favourable above $p_b$. Thin films relaxed by misfit dislocations are not considered here.

If $\Delta\gamma\ge0$ and $uh_1\ge0$, each term in equation (3) is non-negative, and the last is positive below $p_b$. No film is then stable there in this model. For such an oxide the familiar belief holds.

## The other competitor

Oxygen can also sit on the metal without forming an oxide. Let an ordered adlayer have $N_a<N_1$ oxygen atoms per area, each with energy $E_a$ on the same scale as $\mu$. Its grand potential is

$$\Omega_a=N_a(E_a-\mu)=G_a+N_a\delta,\qquad G_a=N_a(E_a-\mu_b).$$

Write the one-layer film as $\Omega_1=G_1+N_1\delta$, with $G_1=\Delta\gamma(1-q)+uh_1$. Its differences from the two competitors are

$$\Omega_1-0=G_1+N_1\delta,\qquad \Omega_1-\Omega_a=G_1-G_a+(N_1-N_a)\delta .$$

Both increase with $\delta$. If both are negative at $\delta=0$, they stay negative over some range below $p_b$. If either is zero or positive there, it is positive at every lower pressure. Hence the one-layer oxide beats bare metal and adlayer somewhere below $p_b$ if, and only if, it beats both at $p_b$. Against the adlayer, the crossing is at

$$\delta_x=\frac{G_a-G_1}{N_1-N_a}. \qquad (5)$$

## Palladium-like numbers

The following inputs are rough, illustrative values, chosen to resemble oxide on a palladium (100) surface. The surface energies are not calculated for a particular oxide facet. The surface free energies are $\gamma_M=9.0$, $\gamma_{ox}=3.3$ and $\gamma_{int}=2.0$ eV/nm$^2$, so

$$\Delta\gamma=3.3+2.0-9.0=-3.7\ \text{eV/nm}^2,$$

or $-0.59$ J/m$^2$. A layer is 0.26 nm thick with 40 oxygen atoms per nm$^3$, which gives $N_1=10.4$ nm$^{-2}$. With $\lambda=0.10$ nm, $q=e^{-2.6}=0.074$.

For $Y=150$ GPa, $\nu=0.30$ and a misfit of 1%, the strain energy is $uh_1=0.035$ eV/nm$^2$. Thus

$$G_1=-3.7(1-0.074)+0.035=-3.39\ \text{eV/nm}^2 .$$

The adlayer fills a quarter of 13 sites per nm$^2$, so $N_a=3.25$ nm$^{-2}$. With $\mu_b=-1.2$ eV and $E_a=-1.6$ eV, $G_a=3.25\times(-0.4)=-1.30$ eV/nm$^2$. The film is lower than both competitors at coexistence, and equation (5) gives

$$\delta_x=\frac{-1.30+3.39}{10.4-3.25}=0.29\ \text{eV}.$$

The chemical potential of an ideal gas contains $kT\ln p$ per molecule, hence $\tfrac12kT\ln p$ per atom. Therefore $\delta=\tfrac12kT\ln(p_b/p)$, or

$$\frac{p}{p_b}=e^{-2\delta/kT}.$$

At 700 K, $kT=0.060$ eV, and the one-layer oxide becomes stable at $6\times10^{-5}$ of the bulk oxidation pressure.

For absolute pressures, let $m$ be the mass of O$_2$, $I$ its moment of inertia and $\omega$ its vibrational frequency. The thermal wavelength is $\Lambda=\sqrt{2\pi/(mkT)}$. The spin triplet contributes a factor 3, and classical rotation of two identical atoms contributes $IkT$. Thus

$$p=\frac{kT}{\Lambda^3}\,\frac{3IkT}{1-e^{-\omega/kT}}\,e^{2\mu/kT}.$$

A bond length of 0.121 nm and a wavenumber of 1580 cm$^{-1}$ give this sequence at 700 K:

| Phase that appears | $\delta$ (eV) | Pressure (Torr) |
|---|---:|---:|
| Adlayer | 0.40 | $2\times10^{-10}$ |
| One-layer oxide | 0.29 | $8\times10^{-9}$ |
| Two-layer oxide | 0.021 | $6\times10^{-5}$ |
| Bulk oxide | 0 | $1.3\times10^{-4}$ |

The third layer would gain $3.7(1-q)q^2=0.019$ eV/nm$^2$ from the surfaces but cost 0.035 in strain, so it does not form. The second depends on the small misfit: at 3%, strain would cost nine times as much, 0.31 eV/nm$^2$, against a gain of 0.25.

Now return to the chamber at $10^{-6}$ Torr. If the gas is as hot as the crystal, $p_b/p=127$ and $\delta=0.146$ eV. Gas from walls at 300 K arrives faster at the same pressure. With equal sticking it acts like hot gas at 1.5 times the pressure, which lowers $\delta$ by only 0.013 eV, so the hot-gas value is kept here. In eV/nm$^2$, the adlayer has $\Omega_a=-1.30+3.25\times0.146=-0.83$. The one-layer oxide has $\Omega_1=-3.39+10.4\times0.146=-1.87$. Equation (3) gives $-0.57$ for two layers and about $+12$ for ten. The thick film is unstable, as the belief says, while the single layer is the most stable phase considered.

The same gap appears on heating. Hold the pressure at $10^{-6}$ Torr and keep all solid free energies fixed. Solving the gas equation numerically for temperature then gives a limit of 630 K for bulk oxide and 770 K for the single layer.

Reversing the sign of $\Delta\gamma$ shows the opposite case. With $\Delta\gamma=+3.7$ eV/nm$^2$ and the other film parameters unchanged, equation (4) gives $\delta_1=-0.33$ eV. A uniform first layer would lower the energy of bare metal only above about $6\times10^4\,p_b$, although a thick relaxed oxide is favourable from $p_b$ upward. A uniform thin film is then a barrier to oxidation, and compact oxide islands do not bypass it easily. With $\gamma_{ox}$ kept at 3.3 eV/nm$^2$, a spherical cap on a flat surface has a classical nucleation barrier of about 46 eV at $10\,p_b$, 5 eV at $10^3\,p_b$ and 3 eV at $10^4\,p_b$. Steps and other defects, not modelled here, can lower it.

## How secure is the single layer?

At coexistence the film leads the adlayer by $3.39-1.30=2.09$ eV/nm$^2$. Several neglected effects could reduce this lead.

**Adlayer disorder.** At quarter coverage, ideal mixing over all sites gives the largest configurational entropy. It lowers the adlayer by $13\,kT\,[-\tfrac14\ln\tfrac14-\tfrac34\ln\tfrac34]=0.44$ eV/nm$^2$.

**Van der Waals forces.** For an $R^{-6}$ attraction of unit strength and density, an atom and a plane at distance $z$ contribute $\int_0^\infty2\pi r\,dr/(r^2+z^2)^3=\pi/(2z^4)$. Two half-spaces a distance $h$ apart then contribute

$$\int_h^\infty(z-h)\frac{\pi}{2z^4}\,dz=\frac{\pi}{12h^2}.$$

In terms of a Hamaker constant $A$, the attraction is $-A/(12\pi h^2)$. The pair count used for $W_n$ gives the film a cost $(A_{MX}-A_{XX})/(12\pi h^2)$. Taking rough constants of 2.5 eV for metal and 1.0 eV for oxide, and their geometric mean for $A_{MX}$, the difference is 0.58 eV. The cost is 0.23 eV/nm$^2$ for one layer. This is an order of magnitude, since a continuum formula is being used at atomic thickness. It also raises $\delta_2$ to 0.038 eV and the number of layers at coexistence from two to three, so layer counts beyond the first are not reliable.

**Vibrations.** A mode has free energy $\omega/2+kT\ln(1-e^{-\omega/kT})$. If the three modes of each oxygen atom, taken as 0.05 eV, were 10% stiffer in the film than in bulk oxide, the film would lose 0.19 eV/nm$^2$.

**Surface energies.** An error of 0.5 eV/nm$^2$ in $\Delta\gamma$ changes $G_1$ by $0.5(1-q)=0.46$ eV/nm$^2$. The size of this error is assumed, and the true one may be larger, since the surface energy of an oxide depends on its facet. Taken alone, an upward error of about 1.1 eV/nm$^2$ in $\Delta\gamma$ would make the quarter-coverage adlayer more stable than the film in the chamber, and about 2.3 would close the window below $p_b$ altogether.

Together these come to 1.32 eV/nm$^2$, less than the lead at coexistence. Against an adlayer held at quarter coverage, a window below $p_b$ therefore survives, but it would begin only at $\delta=0.11$ eV, or about $0.03\,p_b$. In the chamber at $10^{-6}$ Torr the lead is just $1.87-0.83=1.04$ eV/nm$^2$, so all four losses together would make the adlayer the more stable phase there. The assumed decay length matters too: with $\lambda=0.20$ nm the lead at coexistence falls to 1.36 eV/nm$^2$, and the second layer becomes a closer rival. If the four losses are then applied, with the stiffer modes in every layer, the single layer is skipped: the adlayer gives way directly to two layers at about $\delta=0.04$ eV. A denser adlayer is a more serious rival. If half the sites were filled with undiminished binding, $G_a$ would be $-2.60$ eV/nm$^2$. The film would still appear below $p_b$, at $\delta=0.20$ eV, but its lead would shrink to 0.79. The last three losses above, 0.88 together, could then close the window of the single layer. Filling all 13 sites with undiminished binding would even give $-5.2$ eV/nm$^2$, well below the film. Such a layer holds more oxygen than the film, so the comparison at coexistence alone no longer decides: if its binding is weaker, the film can lose at $p_b$ and still win at a lower pressure. Repulsion between neighbouring oxygen atoms weakens these dense rivals, so their actual binding energy is the quantity to establish.

## Beside real palladium

Palladium (100) is known to form a one-layer surface oxide with about 0.8 oxygen atoms per atom of the underlying (100) metal layer, and $10.4/13=0.8$ was chosen to match. Held constant with temperature, the chosen $\mu_b$ puts the decomposition of bulk oxide in 1 atm of oxygen at 1080 K, somewhat below the roughly 1150 K of the real material. This supports that one input, not the surface energies. The misfit and elastic constants are illustrative, and the real surface layer is not simply a slice of bulk oxide, so its true $W_1$ may differ from the model's.

An error of 0.5 eV/nm$^2$ in $\Delta\gamma$ moves $\delta_x$ by 0.065 eV. This changes the onset pressure of the single layer, and equally its ratio to $p_b$, by a factor of about nine. The absolute pressures carry a further uncertainty. If $\mu_b$ is read as a zero-temperature value, three 0.05 eV modes per oxygen atom lower it by 0.10 eV at 700 K. If this shift is common to adlayer, film and bulk oxide, and metal vibrations do not change, every pressure in the table is multiplied by 0.03 and the ratios remain. That reading would also move the decomposition in 1 atm to about 1370 K. If $\mu_b$ is instead the free energy at 700 K, and the same modes set its change with temperature, the figure is about 1250 K. The agreement above is therefore only a rough check on the size of $\mu_b$ and does not decide between these readings.

Real surfaces also need not reach equilibrium. At the onset pressure, with the gas at 700 K, the arrival rate $p/\sqrt{2\pi mkT}$ supplies one layer's oxygen in about five minutes if every molecule reacts. Exactly at onset, loss balances arrival, so net growth needs a somewhat higher pressure. Lower reactivity, reaction barriers and oxygen dissolving into the metal slow it further. A missing film at low pressure is therefore not by itself evidence that the film is unstable.

The bulk oxidation pressure answers the question of when oxide can grow thick. For the first layer, comparing $G_1$ with zero and with the best adlayer at coexistence tells whether it beats them anywhere below $p_b$, provided that the adlayers hold less oxygen per area than the film. Which phase is stable at a given pressure follows from comparing the full grand potentials there, thicker films included.
